# Exchange spin waves on a cubic finite-difference grid: the wavenumber error, part 2

A micromagnetic grid changes the relation between the energy $\omega$ of a spin wave and its wavevector $\mathbf k$. Part (g), which begins here, asks for the resulting fractional wavenumber error at a given energy.

The magnet is a simple cubic lattice with constant $a$, spin $S$ and nearest-neighbour exchange $J$. The field gap is $b$. Amplitudes are small unless stated otherwise, damping and dipolar interaction are absent, and $\hbar=1$. Numerical values are in eV and angstrom.

In the continuum, $\mathbf n$ is the spin direction, $A=JS^2/(2a)$ the exchange constant and $s=S/a^3$ the spin density. The dispersion is $\omega=b+Dk^2$, with stiffness $D=2A/s=JSa^2$. For spins precessing at a fixed cone angle $\theta$ about $z$, part (c) found
$$\omega=b+\frac{2A}{s}k^2\cos\theta .$$

On a grid of cubic cells with edge $h$, part (d) replaced $\nabla^2$ by
$$L_hf_i=\frac1{h^2}\sum_j(f_j-f_i),$$
where $j$ runs over the six adjacent cells. The small-amplitude dispersion is
$$\omega_h=b+\frac{4D}{h^2}\sum_\alpha\sin^2\frac{k_\alpha h}{2}
=b+Dk^2\left[1-\frac{S_4(kh)^2}{12}+\frac{S_6(kh)^4}{360}-\dots\right].$$
Here $\alpha=x,y,z$, and $S_4=\sum_\alpha\hat n_\alpha^4$ and $S_6=\sum_\alpha\hat n_\alpha^6$, where $\hat n_\alpha$ are the components of the unit vector along $\mathbf k$. The formula was tested against numerical modes of a periodic box of $3\times4\times5$ cells.

The atomic lattice has the same dispersion with $h$ replaced by $a$. Part (e) showed that this depends on the model: with a further coupling $J_2$ at distance $2a$ along each axis, the exchange energy for $\mathbf k$ along an axis is
$$S(J+4J_2)(ka)^2-\frac{S}{12}(J+16J_2)(ka)^4+\dots .$$

Part (f) imposed $k$ and inferred a wavenumber from the grid energy with the continuum formula:
$$k_{\rm inf}=\sqrt{\frac{\omega_h-b}{D}}=k\left[1-\frac{S_4(kh)^2}{24}+\dots\right].$$

**A wave has energy $\omega>b$ and a given wavevector direction. Let $q$ be its wavenumber in the continuum and $k_h$ its wavenumber on the grid. Find $(k_h-q)/q$ to leading order in $qh$, and the next term.**

By definition $Dq^2=\omega-b$. The grid must carry the same energy, so $b$ cancels from the comparison. Set $x=k_hh$ and $y=qh$. Multiply the equality of exchange energies by $h^2/D$:
$$x^2-\frac{S_4}{12}x^4+\frac{S_6}{360}x^6-\dots=y^2 .$$
For small $y$ the solution on the long-wavelength branch has the form $x=y(1+c_1y^2+c_2y^4+\dots)$. Its powers, to the order needed, are
$$x^2=y^2\left[1+2c_1y^2+(c_1^2+2c_2)y^4\right],\qquad x^4=y^4(1+4c_1y^2),\qquad x^6=y^6 .$$
The terms in $y^4$ must cancel:
$$2c_1-\frac{S_4}{12}=0,\qquad c_1=\frac{S_4}{24}.$$
The terms in $y^6$ must cancel as well:
$$c_1^2+2c_2-\frac{S_4}{3}c_1+\frac{S_6}{360}=0 .$$
Here $c_1^2=S_4^2/576$ and $S_4c_1/3=S_4^2/72=8S_4^2/576$. Hence $2c_2=7S_4^2/576-S_6/360$, and
$$\boxed{\frac{k_h-q}{q}=\frac{S_4}{24}(qh)^2+\left(\frac{7S_4^2}{1152}-\frac{S_6}{720}\right)(qh)^4+\dots}$$
The leading error is positive, so the grid wave is too short. Its sign is opposite to that of the inferred wavenumber in part (f). There, $k$ was imposed and the grid energy was too low. Here, the energy is imposed, and the wavenumber must rise to make up the deficit.

The group velocity gives the same leading term. At fixed $k$ the energy deficit is $DS_4k^4h^2/12$. The slope of the continuum dispersion is $d\omega/dk=2Dk$. The required increase in wavenumber is their ratio, $S_4k^3h^2/24$.

The direction of $\mathbf k$ has been held fixed. At a flat boundary normal to $x$, the components $q_y$ and $q_z$ are fixed instead, and $k_x$ alone can adjust. To leading order, the energy balance is then $2Dq_x\,\delta k_x=Dh^2\sum_\alpha q_\alpha^4/12$, which gives
$$\frac{\delta k_x}{q_x}=\frac{h^2}{24\,q_x^2}\sum_\alpha q_\alpha^4 .$$
At fixed $q$ this grows without bound as $q_x\to0$, that is, close to grazing incidence. The growth is not monotonic from normal incidence: for a wave tilted slightly in the $xy$ plane, the sum $\sum_\alpha q_\alpha^4$ at first falls faster than $q_x^2$, and the error decreases a little. The expansion fails when $\delta k_x$ is no longer small compared with $q_x$.

### (h) Dependence on direction

**Between which limits does $S_4$ lie? Find closed expressions for $k_h$ along $[100]$, $[110]$ and $[111]$.**

Since $\sum_\alpha\hat n_\alpha^2=1$, the Cauchy–Schwarz inequality gives
$$1=\left(\sum_\alpha1\cdot\hat n_\alpha^2\right)^2\le3\sum_\alpha\hat n_\alpha^4=3S_4 .$$
Equality requires equal $\hat n_\alpha^2$, which is the $[111]$ direction or one equivalent to it. Also $\hat n_\alpha^4\le\hat n_\alpha^2$, because no component exceeds one in magnitude, so $S_4\le1$. Equality holds along a grid axis. Thus
$$\tfrac13\le S_4\le1 .$$

Along the three named directions, $m=1$, $2$ or $3$ components are equal to $1/\sqrt m$ and the others vanish. The energy condition becomes
$$4m\sin^2\frac{x}{2\sqrt m}=y^2 ,$$
so on the long-wavelength branch
$$\boxed{k_h=\frac{2\sqrt m}{h}\arcsin\frac{qh}{2\sqrt m}} .$$
For these directions $S_4=1/m$ and $S_6=1/m^2$. With $\arcsin z=z+z^3/6+3z^5/40+\dots$, this expression gives the leading term $y^2/(24m)$ and the next term $3y^4/(640m^2)$. The general formula agrees, since $7/1152-1/720=(35-8)/5760=3/640$.

The leading error along an axis is three times that along $[111]$. In the continuum, the wavevectors of a given energy form a sphere. On the grid, this surface bulges towards the axes. A changed value of $D$ cannot remove the distortion: to leading order in $qh$, it shifts the wavenumber by the same fraction in every direction, whereas the grid error varies with $S_4$.

### (i) The top of the band along an axis

**A source uniform in $y$ and $z$ drives waves along $x$. Up to what energy do they propagate on the grid, and what happens above it?**

With $k_y=k_z=0$, the condition is $4\sin^2(x/2)=y^2$. A real $x$ requires $y^2\le4$. Since $y^2=(\omega-b)h^2/D$, the band ends at
$$\boxed{\omega_{\max}=b+\frac{4D}{h^2}} .$$
At this energy $k_h=\pi/h$, and the grid wavelength is $2h$: adjacent cells oscillate in opposite phase. The group velocity $d\omega_h/dk=(2D/h)\sin kh$ is zero there. The continuum would carry a wave with $q=2/h$ at the same energy, so its wavelength would be $\pi h$.

Above the band, try $x=\pi+i\kappa$ with $\kappa>0$. Because $\cos(\pi+i\kappa)=-\cosh\kappa$, the condition $2-2\cos x=y^2$ becomes
$$\cosh\kappa=\frac{y^2}{2}-1 .$$
From one cell to the next, the amplitude is multiplied by $e^{ix}=-e^{-\kappa}$. It alternates in sign and decays, although the model has no damping. For $y^2=4.5$, $\cosh\kappa=1.25$, so $e^\kappa=2$ and the amplitude halves from cell to cell. A numerical solution for a driven chain passed a test of this decay.

The limit applies to motion that is uniform in the transverse directions. With transverse variation, all three sines can reach one, and the full band extends to $b+12D/h^2$.

### (j) The grid compared with the atomic lattice

**At the same energy and direction, let $k_a$ be the wavenumber on the atomic lattice. Find the leading difference between grid and lattice. Does refinement of the grid lead to the lattice result?**

The lattice has the same dispersion with $a$ in place of $h$, so
$$\frac{k_a-q}{q}=\frac{S_4}{24}(qa)^2+\dots .$$
Subtract this from the result for the grid:
$$\boxed{\frac{k_h-k_a}{q}=\frac{S_4q^2}{24}(h^2-a^2)+\dots}$$
For $h>a$ the grid wavenumber is too large compared with the lattice. The difference vanishes at $h=a$ and changes sign for finer cells. As $h\to0$ the grid approaches the continuum, and the remaining difference from the lattice is $-S_4(qa)^2/24$. Refinement removes the error of the grid, but it does not restore the atomic structure that the continuum has discarded.

This result belongs to nearest-neighbour exchange on the simple cubic lattice. For other couplings, the lattice term must be found from the quartic part of the actual lattice dispersion, as part (e) shows.

### (k) A numerical case

**Take $J=0.030$ eV, $S=1$, $a=3$ Å, $b=0.0001$ eV and $h=20$ Å. These are round model parameters and do not describe a particular material. For a continuum wavelength of 200 Å, find the energy, the wavenumber errors, the phase error after 2000 Å, and the cell size needed for a one percent error along $[100]$.**

*Energy.* The stiffness is
$$D=JSa^2=0.030\times1\times3^2=0.27\ \text{eV Å}^2 .$$
The continuum wavenumber is $q=2\pi/200=0.031416$ Å$^{-1}$. The exchange energy is $Dq^2=0.0002665$ eV, and with the gap
$$\omega=0.0001+0.0002665=0.0003665\ \text{eV}=1.347\times10^{-5}\ \text{hartree}.$$

*Wavenumber error.* Here $qh=0.6283$, so $(qh)^2/24=0.01645$. The table gives the error at fixed energy, relative to $q$.

| Direction | $S_4$ | Leading term | Full grid result |
|---|---|---|---|
| $[100]$ | 1 | 1.64 % | 1.72 % |
| $[110]$ | 1/2 | 0.82 % | 0.84 % |
| $[111]$ | 1/3 | 0.55 % | 0.56 % |

Along $[100]$ the grid wavenumber is $k_h=0.03196$ Å$^{-1}=0.01691$ bohr$^{-1}$, and the wavelength is 196.6 Å instead of 200 Å. A driven chain with absorbing ends, in which the wavenumber is read from the phase advance between cells, also gives an error of 1.72 %.

If $k=q$ is imposed instead, the exchange energy along $[100]$ is too low by 3.25 %, against a leading estimate of 3.29 %. The inferred wavenumber is then too low by 1.64 %. These percentages refer to the exchange part $Dq^2$ and to $q$, not to the total energy.

*Refinement.* Along $[100]$ the error at fixed energy falls as follows.

| $h$ (Å) | Leading term | Full grid result |
|---|---|---|
| 40 | 6.58 % | 8.13 % |
| 20 | 1.64 % | 1.72 % |
| 10 | 0.411 % | 0.416 % |
| 5 | 0.103 % | 0.103 % |

Halving the cell edge divides the leading term by four. The full error falls by a larger factor on the coarse grids, because its next term is also positive along $[100]$ and falls by sixteen.

*Atomic lattice.* The lattice wavenumber along $[100]$ exceeds $q$ by 0.037 %. The grid with $h=20$ Å exceeds the lattice by 1.69 % of $q$, while the leading law of part (j) gives 1.61 %. In this example, the grid causes far more error than the continuum approximation.

*Phase.* A wavenumber error accumulates along the path. Over a length $\ell$, the phase error is $(k_h-q)\ell$. For $\ell=2000$ Å, or ten continuum wavelengths,
$$(0.031957-0.031416)\times2000\approx1.08\ \text{rad}.$$
This is about one sixth of a cycle, enough to alter the interference of two waves whose paths differ by this length. To leading order the phase error is $S_4q^3h^2\ell/24$. At a given phase tolerance, a longer path therefore requires $h$ to decrease as $\ell^{-1/2}$.

*Cell size.* For a permitted fractional error $\varepsilon$, the leading formula gives $qh=\sqrt{24\varepsilon/S_4}$. The number of cells per continuum wavelength is
$$\frac{2\pi}{qh}=2\pi\sqrt{\frac{S_4}{24\varepsilon}} .$$
For $\varepsilon=0.01$ along $[100]$ this is 12.8. The full grid dispersion requires 13.0, so the largest cell edge is $200/13.0\approx15.4$ Å. An axis is the most demanding direction at leading order, because $S_4$ is largest there.

These figures describe the spatial discretization of exchange alone. A finite time step adds its own frequency error. Dipolar interaction changes the dispersion itself and, being nonlocal, needs a separate error analysis. It is not small for these parameters. With $g=2$, the spin density $S/a^3$ corresponds to $\mu_0M_s\approx0.86$ T and a dipolar energy $\omega_M=g\mu_B\mu_0M_s\approx1.0\times10^{-4}$ eV, as large as $b$ and about 0.4 of $Dq^2$. For a bulk wave travelling perpendicular to the magnetization, with $b$ taken as the internal field, the energy is $\sqrt{(b+Dq^2)(b+Dq^2+\omega_M)}$, about 13 % above the value found here. A real magnet at this wavelength would therefore not be purely exchange-dominated. The finite cone angle of part (c) also lowers the exchange part of the frequency at a given wavenumber, by the fraction $\theta^2/2$ for small $\theta$. On the grid, the same precessing wave acquires the same factor $\cos\theta$, because $L_h$ multiplies its transverse components by a constant and leaves $n_z$ uniform. If grid and continuum are compared at equal $\theta$ and equal frequency, this factor therefore cancels from the relation between $k_h$ and $q$, and the fractional error at a given $qh$ is unchanged. At a given frequency, however, $q$ itself grows with the cone angle as $1/\sqrt{\cos\theta}$, so the leading error grows as $1/\cos\theta$. The remaining values are in the numerical output.

## Calculated quantities

```
exchange J = 0.030 eV, spin S = 1, lattice constant a = 3.0 angstrom
field gap b = 0.000100 eV, cell edge h = 20.0 angstrom
stiffness D = 0.2700 eV angstrom^2
exchange constant A = 0.00500 eV/angstrom
spin density s = 0.037037 angstrom^-3
continuum wavelength = 200.0 angstrom
continuum wavenumber q = 0.0314159 angstrom^-1
q h = 0.628319 (no unit)
exchange part D q^2 = 0.00026648 eV
wave energy = 0.00036648 eV = 1.346787e-05 hartree
[100]: S4 = 1.0000, wavenumber error: leading 1.6449 %, two terms 1.7180 %, full 1.7226 %
[110]: S4 = 0.5000, wavenumber error: leading 0.8225 %, two terms 0.8407 %, full 0.8413 %
[111]: S4 = 0.3333, wavenumber error: leading 0.5483 %, two terms 0.5564 %, full 0.5566 %
grid wavenumber [100] = 0.0319571 angstrom^-1 = 0.0169110 bohr^-1
grid wavelength [100] = 196.613 angstrom
driven chain [100]: wavenumber error = 1.7226 %
h = 40 angstrom, [100]: leading 6.5797 %, full 8.1283 %
h = 20 angstrom, [100]: leading 1.6449 %, full 1.7226 %
h = 10 angstrom, [100]: leading 0.4112 %, full 0.4159 %
h = 5 angstrom, [100]: leading 0.1028 %, full 0.1031 %
fixed k = q, [100]: energy error of exchange part = -3.2469 %
fixed k = q, [100]: leading energy error = -3.2899 %
fixed k = q, [100]: inferred wavenumber error = -1.6368 %
atomic lattice minus continuum wavenumber, [100] = 0.0370 % of q
grid minus atomic lattice wavenumber, [100] = 1.6855 % of q
leading law for grid minus atomic lattice = 1.6079 % of q
phase error over 2000 angstrom, [100] = 1.0823 rad
band top along [100] = 0.002800 eV
cells per wavelength for 1 % error, [100]: leading 12.825, full 12.999
largest h for that error at this wavelength = 15.386 angstrom
largest grid-mode mismatch / highest energy = 5.1e-08 (no unit)
```
